# Second-order self-energy: from frequency integrals to two-particle-one-hole and two-hole-one-particle sums, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the equations of motion to a frequency integral

### 1.1 Two electrons and one empty orbital

Take a symmetric two-centre molecule with two spatial orbitals, an even one $g$ and an odd one $u$. Two electrons with opposite spins fill $g$, and $u$ is empty. Both orbitals are real. Let $h_g$ be the one-electron energy of $g$, $J$ the repulsion of two electrons in $g$, and

$$K=\int\!\!\int \frac{g(\mathbf r_1)u(\mathbf r_1)\,g(\mathbf r_2)u(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 .\tag{1}$$

The Hartree-Fock energy of the filled orbital is $\varepsilon_g=h_g+J$, because each electron feels the repulsion of the other. What does it cost to remove one electron?

In the mean-field state the two electrons have energy $2h_g+J$. The ion has one electron, no repulsion, and energy $h_g$. Parity forbids any mixing of $g$ with $u$ in the ion, so $h_g$ is its exact energy in this model. The difference is $h_g+J=\varepsilon_g$, the mean-field answer.

Now correct the two-electron state to second order. The repulsion can lift both electrons from $g$ to $u$ with matrix element $K$. Lifting one electron is forbidden by parity. With energies counted as sums of orbital energies, the correction is $K^2/(2\varepsilon_g-2\varepsilon_u)$. The ion has no such correction, and therefore

$$E_2-E_1\simeq\varepsilon_g+\frac{K^2}{2\varepsilon_g-2\varepsilon_u}.\tag{2}$$

The second term is negative. Removing an electron destroys the correlation of the pair, so the electron is more strongly bound than the mean field says.

A self-energy is a function of frequency that gives such corrections through $\omega=\varepsilon_g+\Sigma_{gg}(\omega)$. Equation (2) suggests

$$\Sigma_{gg}(\omega)=\frac{K^2}{\omega+\varepsilon_g-2\varepsilon_u},\tag{3}$$

since setting $\omega=\varepsilon_g$ reproduces the correction. The denominator vanishes at $\omega=2\varepsilon_u-\varepsilon_g$, the energy of two particles in $u$ and one hole in $g$. The value at one frequency does not prove the whole function, so a derivation is needed. It must also show what happens when many orbitals take part.

### 1.2 Hamiltonian and reference state

Let $p,q,r,s,k$ label any real spin-orbitals, $i,j$ occupied ones and $a,b$ empty (virtual) ones. The integrals are

$$\langle pq|rs\rangle=\int\!\!\int\frac{\phi_p(1)\phi_q(2)\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\qquad
\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,\tag{4}$$

where integration includes the spin sum. Exchanging the two labels on either side of $\|$ changes the sign, and exchanging the two sides changes nothing. We use $\hbar=1$.

The Hartree-Fock potential is $v_{pq}=\sum_i\langle pi\|qi\rangle$. The orbitals are chosen so that the one-electron Hamiltonian plus $v$ is diagonal, with eigenvalues $\varepsilon_p$. Adding and subtracting $v$ gives $H=H_0+W$ with

$$H_0=\sum_p\varepsilon_p a_p^\dagger a_p,\qquad
W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle a_p^\dagger a_q^\dagger a_s a_r-\sum_{pq}v_{pq}a_p^\dagger a_q .\tag{5}$$

The reference determinant $\Phi_0$ fills the lowest orbitals of a closed shell, with a gap above them. We assume that the true ground state $\Psi$ is nondegenerate and develops from $\Phi_0$ as $W$ is switched on. The order of a term is the number of factors of $W$ in it.

The time-ordered Green's function and its transform are

$$G_{pq}(\tau)=-i\langle\Psi|T\,a_p(\tau)a_q^\dagger(0)|\Psi\rangle,\qquad
G_{pq}(\omega)=\int_{-\infty}^{\infty}\!d\tau\,e^{i\omega\tau}G_{pq}(\tau),\tag{6}$$

where $T$ puts the later operator to the left, with a minus sign if two fermion operators change places. Without $W$, $a_p(\tau)=e^{-i\varepsilon_p\tau}a_p$. A virtual orbital then contributes $-ie^{-i\varepsilon_p\tau}$ for $\tau>0$ and nothing for $\tau<0$. An occupied one contributes $+ie^{-i\varepsilon_p\tau}$ for $\tau<0$ and nothing for $\tau>0$. With a factor $e^{-\eta|\tau|}$ to make the integrals converge,

$$G_a(\omega)=\frac1{\omega-\varepsilon_a+i\eta},\qquad
G_i(\omega)=\frac1{\omega-\varepsilon_i-i\eta},\qquad \eta\to0^+ .\tag{7}$$

A single index denotes this free, diagonal function. As a matrix it is written $G_0$. Virtual poles lie below the real axis and occupied poles above it; this placement will decide which sums survive.

### 1.3 Two equations of motion

The Heisenberg equation reads $i\dot a_p=[a_p,H]=\varepsilon_pa_p+J_p$, where $J_p=[a_p,W]$ collects everything that the interaction does to the operator. Differentiating $G$ also acts on the steps in the time ordering, which yields a delta function times $\{a_p,a_q^\dagger\}=\delta_{pq}$:

$$(i\partial_\tau-\varepsilon_p)G_{pq}(\tau)=\delta(\tau)\delta_{pq}+F_{pq}(\tau),\qquad
F_{pq}(\tau)=-i\langle T J_p(\tau)a_q^\dagger(0)\rangle .\tag{8}$$

Now move the second operator to a time $\tau'$ and differentiate with respect to $\tau'$. The adjoint equation is $-i\dot a_q^\dagger=\varepsilon_qa_q^\dagger+J_q^\dagger$. The steps in $T$ contribute $-\delta(\tau-\tau')\{J_p,a_q^\dagger\}$, and the prefactor $(-i)(-i)=-1$ makes this positive. Since $F$ depends on $\tau-\tau'$ alone, $-i\partial_{\tau'}$ becomes $\omega$ after the transform. Thus

$$(\omega-\varepsilon_q)F_{pq}=S_{pq}+C_{pq}(\omega),\tag{9}$$

$$S_{pq}=\langle\{J_p,a_q^\dagger\}\rangle,\qquad
C_{pq}(\tau)=-i\langle T J_p(\tau)J_q^\dagger(0)\rangle .\tag{10}$$

Away from the poles we may divide by $\omega-\varepsilon_p$ and $\omega-\varepsilon_q$. The time ordering supplies the infinitesimals as in (7). Combining (8) and (9),

$$G=G_0+G_0(S+C)G_0 .\tag{11}$$

The self-energy is defined by the Dyson equation $G=G_0+G_0\Sigma G$. Inserting the equation into itself gives $G=G_0+G_0\Sigma G_0+G_0\Sigma G_0\Sigma G_0+\dots$, and comparison with (11) yields

$$S+C=\Sigma+\Sigma G_0\Sigma+\dots .\tag{12}$$

If $\Sigma$ has no first-order part, the product $\Sigma G_0\Sigma$ starts at fourth order. The second-order self-energy is then the second-order part of $S+C$.

### 1.4 The operator $J_p$

For the one-body part of $W$ we need $[a_p,a_q^\dagger a_r]=\delta_{pq}a_r$. For the two-body part, move $a_p$ to the right through two creation operators:

$$a_pa_q^\dagger a_k^\dagger=\delta_{pq}a_k^\dagger-\delta_{pk}a_q^\dagger+a_q^\dagger a_k^\dagger a_p .\tag{13}$$

Passing the two annihilation operators costs two signs, that is, none. The last term of (13) therefore cancels in the commutator. The first two terms are equal after relabelling, because $\langle qp\|rs\rangle=-\langle pq\|rs\rangle$. Twice $\tfrac14$ is $\tfrac12$, so

$$J_p=\tfrac12\sum_{krs}\langle pk\|rs\rangle a_k^\dagger a_sa_r-\sum_r v_{pr}a_r .\tag{14}$$

Next write the product in normal order $N[\dots]$ with respect to $\Phi_0$: operators that annihilate $\Phi_0$ stand on the right, with the sign of the reordering. The nonzero contractions inside the product are those of $a_k^\dagger$ with an annihilation operator of the same occupied orbital. With $n_k=1$ for occupied and $0$ for virtual orbitals,

$$a_k^\dagger a_sa_r=N[a_k^\dagger a_sa_r]+n_k\delta_{ks}a_r-n_k\delta_{kr}a_s .\tag{15}$$

The minus sign arises because $a_k^\dagger$ must pass $a_s$ to reach $a_r$. Put into (14), the two contractions give

$$\tfrac12\sum_{ri}\langle pi\|ri\rangle a_r-\tfrac12\sum_{si}\langle pi\|is\rangle a_s
=\tfrac12\sum_r v_{pr}a_r+\tfrac12\sum_s v_{ps}a_s=\sum_rv_{pr}a_r ,\tag{16}$$

where $\langle pi\|is\rangle=-\langle pi\|si\rangle$ was used. This cancels the last term of (14):

$$J_p=\tfrac12\sum_{krs}\langle pk\|rs\rangle\,N[a_k^\dagger a_sa_r].\tag{17}$$

The Hartree-Fock potential has removed the average part of the interaction. Acting on $\Phi_0$, what remains empties two occupied orbitals and fills one virtual orbital, and its adjoint fills two virtual orbitals and empties one occupied orbital.

### 1.5 Why the static term drops out

To find $S$, use $\{a_k^\dagger a_sa_r,a_q^\dagger\}=\delta_{rq}a_k^\dagger a_s-\delta_{sq}a_k^\dagger a_r$. It follows by moving $a_q^\dagger$ to the left; the remaining four-operator products cancel in the anticommutator. The two terms contribute equally by antisymmetry, and (14) gives

$$S_{pq}=\sum_{ks}\langle pk\|qs\rangle(\gamma_{ks}-n_k\delta_{ks}),\qquad
\gamma_{ks}=\langle\Psi|a_k^\dagger a_s|\Psi\rangle .\tag{18}$$

At first order $\gamma$ is replaced by its reference value, and $S$ vanishes. At second order we need the first-order change of $\gamma$. A one-body operator connects $\Phi_0$ to itself or to singly excited determinants. The admixture of such a determinant to the first-order state is proportional to

$$\langle\Phi_0|a_i^\dagger a_aW|\Phi_0\rangle=\langle\Phi_0|a_i^\dagger J_a|\Phi_0\rangle=0 .\tag{19}$$

The first equality holds because $a_a\Phi_0=0$, so that $a_aW\Phi_0=[a_a,W]\Phi_0$. The second holds because one operator cannot be paired with all three in the normal-ordered $J_a$. Hence $\gamma$ changes first at second order, and $S$ starts at third order. Since $C$ contains two factors $J$, $\Sigma$ has no first-order part, as assumed after (12).

For other orbitals this changes. Suppose that $H_0$ is still diagonal but $W$ contains an extra one-body term $\sum f_{pq}a_p^\dagger a_q$. Then $J_p$ gains $\sum_rf_{pr}a_r$, and $\Sigma^{(1)}=f$. In second order the product $fG_0f$ in $C$ is the term $\Sigma G_0\Sigma$ of (12) and does not belong to $\Sigma$. The density, however, now changes at first order by $\gamma^{(1)}_{ia}=\gamma^{(1)}_{ai}=f_{ai}/(\varepsilon_i-\varepsilon_a)$ for real symmetric $f$. Equation (18) then adds the static term $\sum_{ks}\langle pk\|qs\rangle\gamma^{(1)}_{ks}$. The final formula of this section is complete at second order for the Hartree-Fock reference, where $f=0$.

### 1.6 The factor one half

For $f=0$, $\Sigma^{(2)}$ is $C$ with the true state replaced by $\Phi_0$ and with free time evolution, since two factors of $W$ are already present. Wick's theorem writes the expectation value as a sum over complete pairings. There is none inside a normal-ordered $J$, so each operator of

$$N[a_k^\dagger a_sa_r](\tau)\;N[a_{r'}^\dagger a_{s'}^\dagger a_{k'}](0)\tag{20}$$

pairs with one at the other time. From (6),

$$\langle Ta_r(\tau)a_{r'}^\dagger(0)\rangle=iG_r(\tau)\delta_{rr'},\qquad
\langle Ta_k^\dagger(\tau)a_{k'}(0)\rangle=-iG_k(-\tau)\delta_{kk'} .\tag{21}$$

The pairing $r'=r$, $s'=s$, $k'=k$ is nested and has a positive sign. Its value is $(i)(i)(-i)=i$ times $G_r(\tau)G_s(\tau)G_k(-\tau)$. The pairing $r'=s$, $s'=r$ has a negative sign, but its integral $\langle qk\|sr\rangle=-\langle qk\|rs\rangle$ has one too. The two pairings are equal. The prefactors $\tfrac12\cdot\tfrac12\cdot2$ give $\tfrac12$, and $(-i)(i)=1$:

$$\Sigma^{(2)}_{pq}(\tau)=\tfrac12\sum_{krs}\langle pk\|rs\rangle\langle rs\|qk\rangle\,G_r(\tau)G_s(\tau)G_k(-\tau).\tag{22}$$

Write each factor as $G(\tau)=\int\frac{d\omega'}{2\pi}e^{-i\omega'\tau}G(\omega')$. The time integral gives $2\pi\delta(\omega-\omega_1-\omega_2+\omega_3)$, where $\omega_3$ belongs to $G_k$. Three factors $1/2\pi$ and one $2\pi$ leave $(2\pi)^{-2}$:

$$\Sigma^{(2)}_{pq}(\omega)=\tfrac12\sum_{krs}\langle pk\|rs\rangle\langle rs\|qk\rangle I_{rsk}(\omega),\tag{23}$$

$$I_{rsk}(\omega)=\int\!\frac{d\omega_1}{2\pi}\int\!\frac{d\omega_2}{2\pi}\,
G_r(\omega_1)G_s(\omega_2)G_k(\omega_1+\omega_2-\omega).\tag{24}$$

## 2. The integrals, the two sums and their use

The orbital energies $\varepsilon_p$ belong to a closed-shell Hartree-Fock reference with occupied orbitals $i,j$ and virtual orbitals $a,b$. The integrals $\langle pq\|rs\rangle$ are antisymmetrized and real. The free functions are $G_a(\omega)=1/(\omega-\varepsilon_a+i\eta)$ and $G_i(\omega)=1/(\omega-\varepsilon_i-i\eta)$. The second-order self-energy is (23), with the double integral (24) still to be evaluated for every choice of occupied and virtual $r,s,k$.

For a closed-shell Hartree-Fock reference, the static term drops out at second order, and the self-energy is reduced to the sum (23) over the double frequency integral (24). It remains to evaluate that integral for every choice of occupied and virtual orbitals, and to interpret and apply the result.
